# Band filling and the absorption onset with and without wavevector conservation

**Question.** Electrons added to the conduction band of a transparent oxide block the lowest optical transitions, and the absorption onset moves to higher photon energy. In a crystal with vertical transitions, this shift contains the dispersion of both bands. Why does the valence-band part drop out when disorder removes wavevector conservation, and what kind of disorder does this?

**Answer.**

## What an onset is

Let $E_c$ and $E_v$ be the conduction- and valence-band edges and $E_g=E_c-E_v$ the gap. The Fermi energy $E_F$ is measured upward from $E_c$. At first the temperature is zero, the valence band is full, and the added electrons do not change the bands themselves.

The golden rule gives a transition rate proportional to $A^2|M_{cv}|^2$, where $A$ is the vector-potential amplitude and $M_{cv}$ the momentum matrix element. The absorbed power is this rate times $\hbar\omega$, while the incident intensity is proportional to $\omega^2A^2$. The absorption coefficient is their ratio. For a refractive index that varies little over the range considered,

$$
\alpha\,\hbar\omega\;\propto\;\sum_{v}\ \sum_{c\ \text{empty}}|M_{cv}|^2\,\delta(\varepsilon_c-\varepsilon_v-\hbar\omega).
$$

The onset is therefore the smallest difference $\varepsilon_c-\varepsilon_v$ among pairs that have an empty final state and are coupled by light. Every empty final state has $\varepsilon_c\ge E_c+E_F$, and every initial state has $\varepsilon_v\le E_v$, so

$$
\hbar\omega\ \ge\ E_g+E_F .
$$

This bound follows from filling alone. Whether it is reached depends on whether light couples the top of the valence band to the first empty conduction states.

## The crystal: the right electron lies deeper

Take one conduction and one valence orbital on each of $N$ sites, and let light couple the two orbitals on the same site with strength $P$. The light's own wavevector is negligible on the scale of the electron wavevectors. If $c(\mathbf R)$ and $v(\mathbf R)$ are the amplitudes of the two states, then

$$
M_{cv}=P\sum_{\mathbf R}c^*(\mathbf R)\,v(\mathbf R)=P\,\langle c|v\rangle .
$$

In a crystal both are plane waves, $e^{i\mathbf k\cdot\mathbf R}/\sqrt N$, and the sum is $\delta_{\mathbf k\mathbf k'}$. For isotropic parabolic bands with masses $m_c$ and $m_v$, a vertical transition costs

$$
\hbar\omega=E_g+\frac{\hbar^2k^2}{2m_c}+\frac{\hbar^2k^2}{2m_v}.
$$

States with $k<k_F$ are blocked. The first empty state, at $k_F$, can receive an electron only from the valence state at the same $k_F$. That state lies below the valence edge by

$$
\frac{\hbar^2k_F^2}{2m_v}=\frac{m_c}{m_v}\,\frac{\hbar^2k_F^2}{2m_c}=\frac{m_c}{m_v}E_F ,
$$

and the onset is

$$
\hbar\omega_{\rm vert}=E_g+E_F\left(1+\frac{m_c}{m_v}\right).
$$

The valence term is not a consequence of filling in the valence band, which is full throughout. It is the price of the selection rule: electrons nearer the valence edge could reach the empty states with a smaller photon energy, but they have the wrong wavevector.

## Disorder: one state contains many wavevectors

Now let a state at the valence edge be localized on one site $\mathbf R_0$, while the conduction states remain plane waves. Then $\langle c|v\rangle=c^*(\mathbf R_0)$, and

$$
N|\langle c|v\rangle|^2=N\cdot\frac1N=1\quad\text{for every }\mathbf k .
$$

Completeness of the conduction states requires $\sum_c|\langle c|v\rangle|^2=1$ in both cases. Disorder thus redistributes a fixed total strength. In the crystal, all of it goes to one final state; for the localized state, it is spread evenly over the band. An electron at the valence edge can now enter the first empty conduction state, the lower bound is reached, and

$$
\hbar\omega_{\rm mixed}=E_g+E_F .
$$

Mixing in one band is enough.

The localized state need not be confined to one site. For a smooth envelope $e^{-r^2/2R^2}$, the Fourier amplitude is proportional to $e^{-k^2R^2/2}$, so its squared coupling to conduction states at $k_F$ is $e^{-k_F^2R^2}$ times that at $k=0$. For a normalized state the squared coupling at $k=0$ itself grows as $R^3$, so the strength at $k_F$ is largest at $k_FR=\sqrt{3/2}$ and falls rapidly once the state is much larger than $1/k_F$.

Diagonalization of a periodic $10\times10\times10$ lattice tests this mechanism. The conduction hopping is 1, the valence hopping is 0.5 (hence $m_c/m_v=0.5$), and the lowest 27 conduction states are filled. A pair counts as coupled if $N|\langle c|v\rangle|^2>0.01$. The clean lattice has $E_F=1.382$ and a shift of 2.073, which is $1.500\,E_F$. With random site energies spread uniformly over a width of 30 in the valence band and 2 in the conduction band, the shift is $1.000\,E_F$ in each of three samples. The last digits depend on the cutoff: with 0.1 or 0.5 in place of 0.01, samples of this kind give 1.00 to $1.03\,E_F$, still far from 1.5. With the valence disorder alone it is again $1.000\,E_F$.

The mean strength between the 40 highest valence states and the 30 conduction states above the filling level is 1.68 to 1.88, of order one as expected. An excess over one has a simple source. The valence hopping matrix element here is positive, so a high-lying valence state leaks onto lower neighbours with amplitudes of its own sign. Low conduction states also vary slowly between neighbours, and the contributions add.

## How much disorder, and of what kind

Weak disorder shows how the lower onset opens. Let site potentials $U^c$ and $U^v$ act in the two bands, and write $\epsilon_q=\hbar^2q^2/2m_c$ and $a=m_c/m_v$. The valence energy at $\mathbf q$ is then $a\epsilon_q$ below the edge. To first order, the valence-edge state and the conduction state at $\mathbf q$ become

$$
|v_0'\rangle=|0\rangle+\sum_{\mathbf q\ne0}\frac{U^v_{\mathbf q}}{a\epsilon_q}|\mathbf q\rangle,\qquad
|c_{\mathbf q}'\rangle=|\mathbf q\rangle+\frac{(U^c_{\mathbf q})^*}{\epsilon_q}|0\rangle+\dots,
$$

with $U_{\mathbf q}=\langle\mathbf q|U|0\rangle$. The omitted terms with other energies do not contribute to the overlap at this order. Plane waves of the same energy are mixed by $U^c$ already at zeroth order, but this only rotates the overlaps below among themselves and leaves the sum of their squares over the shell unchanged. Taking the complex conjugate of the second state's coefficient,

$$
\langle c_{\mathbf q}'|v_0'\rangle=\frac{U^v_{\mathbf q}}{a\epsilon_q}+\frac{U^c_{\mathbf q}}{\epsilon_q}.
$$

Three cases follow.

*Valence disorder alone.* At $q=k_F$, the strength is $N|U^v_{\mathbf q}|^2/(aE_F)^2$. For independent site energies of uniform width $w$, the variance of one site energy is $w^2/12$. Since $U_{\mathbf q}$ is a sum over $N$ sites divided by $N$, its mean square is $w^2/(12N)$, and the average strength is

$$
\overline{N|\langle c|v\rangle|^2}=\frac{w^2}{12\,(aE_F)^2}.
$$

The strict threshold drops as soon as there is any such disorder, but the new absorption starts quadratically. The strength of such a pair stays far below the fully mixed value of one while $w$ is small compared with $aE_F$, the very energy that the vertical rule adds. In the lattice, doubling $w$ from 0.05 to 0.10 raised the strength from $1.76\times10^{-4}$ to $7.05\times10^{-4}$, a factor of 4.01. These values belong to one sample and six final states, so they can differ noticeably from the average over samples, which the formula puts at $4.4\times10^{-4}$ for $w=0.05$. The first-order expression with this sample's own site energies gives $1.755\times10^{-4}$.

*An electrostatic potential.* It moves both bands together, $U^v=U^c$, and the two terms add.

*Opposite, proportional disorder.* If $U^v=-aU^c$, the terms cancel. This is the first-order form of a more general statement. Suppose the complete Hamiltonians satisfy $H_v=-aH_c+\text{constant}$. They then have the same eigenfunctions $\phi_i$, so $\langle\phi_i|\phi_j\rangle=\delta_{ij}$ even though $i$ is no longer a wavevector. A conduction state at height $\epsilon_i$ above its edge is paired with a valence state at depth $a\epsilon_i$, and the shift is $(1+a)E_F$. The lattice with such disorder of width 6 gave $1.5000\,E_F$, the same ratio as the crystal.

The loss of wavevector as a label is therefore not sufficient. Disorder must mix the states of the two bands differently, so that their one-to-one pairing is lost. It must also couple the valence edge appreciably to conduction states at $k_F$. If this coupling is weak, the lower onset is only a faint foot, and the main rise in absorption still contains the valence term.

## The shape of the edge

The two rules also give different line shapes. Let $x=\hbar\omega-E_g$. For parabolic bands, the density of states is proportional to the square root of the energy from the edge. In the vertical case, with $|M_{cv}|^2$ constant for allowed pairs,

$$
J_{\rm vert}(x)=\int_{E_F}^{\infty}\!\sqrt{\epsilon}\;\delta\big(x-(1+a)\epsilon\big)d\epsilon
=\frac{1}{1+a}\sqrt{\frac{x}{1+a}},\quad x>(1+a)E_F .
$$

At threshold this is a finite step of height $\sqrt{E_F}/(1+a)$.

With complete mixing, all pairs have the same mean strength. The final state lies at $\epsilon$ and the initial state at depth $x-\epsilon$, so

$$
J(x)=\int_{E_F}^{x}\sqrt{\epsilon(x-\epsilon)}\,d\epsilon .
$$

Set $\epsilon=x\sin^2\varphi$. Then $d\epsilon=2x\sin\varphi\cos\varphi\,d\varphi$ and the square root is $x\sin\varphi\cos\varphi$. The integrand becomes $2x^2\sin^2\varphi\cos^2\varphi=\tfrac{x^2}{4}(1-\cos4\varphi)$. With $\sin^2\theta=E_F/x$ as the lower limit and $\varphi=\pi/2$ as the upper,

$$
J(x)=\frac{x^2}{4}\left[\frac{\pi}{2}-\theta+\frac{\sin4\theta}{4}\right].
$$

For an empty band $\theta=0$ and $J=\pi x^2/8$. Just above the filled threshold, write $\epsilon=E_F+s$ and $y=x-E_F\ll E_F$. The first root is nearly constant, and

$$
J\simeq\sqrt{E_F}\int_0^y\sqrt{y-s}\,ds=\frac23\sqrt{E_F}\,y^{3/2}.
$$

This rise is gradual, which matters for a Tauc plot, where $\sqrt{\alpha\hbar\omega}$ is extended along a straight line to zero. The empty band gives a straight line that ends at $E_g$. The filled band gives $\sqrt J\propto y^{3/4}$ near threshold. The tangent at $y_0$ reaches zero at $y_0-y_0/(3/4)=-y_0/3$, below the true threshold.

Far above threshold, filling removes only $\int_0^{E_F}\sqrt{\epsilon x}\,d\epsilon=\tfrac23E_F^{3/2}x^{1/2}$ from $\pi x^2/8$. Expanding the root,

$$
\sqrt J\simeq\sqrt{\frac{\pi}{8}}\left[x-b\,x^{-1/2}\right],\qquad b=\frac{8}{3\pi}E_F^{3/2}.
$$

The bracket has slope $1+\tfrac b2x^{-3/2}$. To first order in $b$, its tangent reaches zero at $bx^{-1/2}+\tfrac b2x^{-1/2}=\tfrac{4}{\pi}E_F^{3/2}x^{-1/2}$. The apparent shift thus decreases as the fitting window moves up. In this model, $E_F$ is the shift of the threshold and not of the Tauc intercept.

Amorphous oxides also have valence states above the nominal edge. Let their density fall as $e^{-u/E_U}$ at height $u$. A transition to $\epsilon$ then starts from $u=\epsilon-x$. For $x<E_F$, all contributing initial states are in this tail, and

$$
\alpha\hbar\omega\propto\int_{E_F}^{\infty}\!\sqrt\epsilon\,e^{(x-\epsilon)/E_U}d\epsilon
=E_U^{3/2}e^{x/E_U}\,\Gamma\!\left(\tfrac32,\tfrac{E_F}{E_U}\right).
$$

For the empty band with $x<0$, the incomplete gamma function is replaced by $\Gamma(3/2)$. Let $Q$ be the ratio of the two. Equal absorption at $x_{\rm filled}$ and $x_{\rm empty}$ requires $e^{x_{\rm filled}/E_U}Q=e^{x_{\rm empty}/E_U}$, hence

$$
\Delta_{\rm tail}=x_{\rm filled}-x_{\rm empty}=-E_U\ln Q\!\left(\tfrac32,\tfrac{E_F}{E_U}\right).
$$

There is no sharp threshold in this case. The shift is less than $E_F$. To see this, put $\epsilon=E_F+s$, which turns the filled-band integral into $e^{(x-E_F)/E_U}\int_0^\infty\sqrt{E_F+s}\,e^{-s/E_U}ds$. With $\sqrt s$ in place of $\sqrt{E_F+s}$, this would be the empty-band result shifted by exactly $E_F$. The final states above the Fermi energy are denser than those just above $E_c$, so the absorption is stronger and the shift smaller.

## Numbers for an amorphous oxide conductor

Take rough values for a heavily doped amorphous indium gallium zinc oxide film: $E_g=3.1$ eV, $m_c=0.34\,m_0$ and $n=10^{20}$ cm$^{-3}$, which is 0.1 nm$^{-3}$. The parabolic band serves here to count states. With two spins, $n=2\,(4\pi k_F^3/3)/(2\pi)^3=k_F^3/3\pi^2$, so

$$
k_F=(3\pi^2\times0.1)^{1/3}=1.436\ \text{nm}^{-1}.
$$

With $\hbar^2/2m_0=0.0381$ eV nm$^2$,

$$
E_F=\frac{0.0381\times1.436^2}{0.34}=0.231\ \text{eV}.
$$

The mixed onset is $3.100+0.231=3.331$ eV, or 372 nm, compared with 400 nm for the empty band. For comparison, a hypothetical crystal with the same gap and conduction band and $m_v=2\,m_0$ adds $0.231\times0.34/2=0.039$ eV. Its onset is 3.370 eV, or 368 nm. A light valence mass of $0.5\,m_0$ would add 0.157 eV. Relative to $E_F$, the distinction between the two rules is $m_c/m_v$, which is large only when the valence band is light.

For the amorphous film, a Tauc line fitted from 0.1 to 0.5 eV above threshold gives an apparent shift of 0.176 eV, and one from 0.5 to 1.5 eV gives 0.124 eV. The far-window formula at the centre, $x=1.231$ eV, gives 0.13 eV. With $E_U=0.1$ eV, the shift at fixed absorption in the tail is 0.160 eV.

## What the rigid-band model leaves out

The added electrons also narrow the gap. A static estimate uses the screening constant $\kappa$, with $\kappa^2=3ne^2/(2\epsilon_0\epsilon_rE_F)$. For relative permittivity $\epsilon_r=10$, $\kappa=1.084$ nm$^{-1}$. Let $C=e^2/(4\pi\epsilon_0\epsilon_r)=0.144$ eV nm. Screening changes the potential energy of a charge at its own position by $C(e^{-\kappa r}-1)/r\to-C\kappa$. Half of this is the energy gained by polarizing the electron gas. The excited electron and the hole each gain it, which narrows the gap by $C\kappa=0.156$ eV. Screened exchange with the filled states lowers a conduction state at $k_F$ by

$$
\frac{C}{\pi}\int_0^{k_F}\frac{k}{2k_F}\ln\frac{(k_F+k)^2+\kappa^2}{(k_F-k)^2+\kappa^2}\,dk=0.025\ \text{eV}.
$$

The total, 0.181 eV, would leave a net shift of 0.050 eV. A constant $\kappa$ overstates the narrowing, because it lets the gas screen at all wavevectors, while the true response falls off beyond $2k_F$. At this density, the exchange-correlation potential of the uniform electron gas lowers the state at $k_F$ by 0.072 eV instead of $0.025+0.078=0.103$ eV. Wavevector-dependent (Lindhard) screening gives 0.060 eV for a fixed hole instead of 0.078 eV. The narrowing is then about 0.13 eV and the net shift about 0.10 eV. Both estimates omit the electrons' average interaction with the donors. They show that narrowing cancels half or more of the filling shift, but neither net value is a prediction.

Random charged donors add a potential of variance $n\int(Ce^{-\kappa r}/r)^2\,4\pi r^2dr=2\pi nC^2/\kappa$, or 0.110 eV rms. A mobility of 15 cm$^2$/Vs implies a scattering time $\tau=\mu m_c/e=2.90$ fs and $\hbar/\tau=0.227$ eV, almost equal to $E_F$. The mean free path is 1.42 nm and $k_F\ell=2.04$, so conduction wavevectors are themselves poorly defined. Nonparabolicity of the form $E(1+E/E_g)=\hbar^2k^2/2m_c$ lowers $E_F$ to 0.216 eV. At 300 K the chemical potential is 0.229 eV, and the occupation edge is smeared on the scale $k_BT=0.026$ eV.

In real films of this kind, the conduction band comes largely from spread-out metal $s$ orbitals and the upper valence band from oxygen $2p$ orbitals, which are more readily localized. This favours the mixed rule, but the lattice model, with both orbitals on the same site, does not show how completely the rule holds in such a film. The chosen density belongs to the conducting end of the material's range and is far above that of a typical transistor channel in its off state. Rigid, sharp bands are a poor assumption here: the estimated narrowing, 0.13 to 0.18 eV, is three to five times the 0.039 eV valence term, and the broadening $\hbar/\tau$ is larger still. One measured edge therefore cannot tell the two rules apart for these parameters. Higher density enlarges the valence term, to 0.08 eV at $3\times10^{20}$ cm$^{-3}$, but a useful comparison would still need independent knowledge of $m_c$ and of the gap narrowing. The numerical output below lists the values used here.

## Computed values

```
LATTICE MODEL (energies in conduction hopping)
sites 1000, filled conduction states 27, mc/mv 0.5
clean: Fermi energy 1.3820, onset shift 2.0729
clean: shift/EF = 1.5000
disorder widths: conduction 2.0, valence 30.0
disordered: shift/EF, 3 samples = 1.000 1.000 1.000
disordered: mean strength, 3 samples = 1.68 1.78 1.88
valence disorder only: shift/EF = 1.000
common eigenfunctions, width 6.0: shift/EF = 1.5000
weak valence disorder width 0.05: strength 1.759e-04
weak valence disorder width 0.10: strength 7.051e-04
ratio of the two weak strengths = 4.009
first-order strength at width 0.05 = 1.755e-04
EXAMPLE INPUTS (rough, amorphous In-Ga-Zn oxide regime)
gap 3.1 eV, mc 0.34 m0, density 1.0e+20 cm^-3
comparison crystal mv 2.0 m0; light case 0.5 m0
mobility 15.0 cm2/Vs, static permittivity 10.0
valence tail energy 0.1 eV, temperature 300.0 K
EXAMPLE RESULTS
Fermi wavevector = 1.436 nm^-1
Fermi energy = shift without k conservation = 0.231 eV
valence term, mv 2.0 m0 = 0.039 eV
valence term, mv 0.5 m0 = 0.157 eV
vertical shift, mv 2.0 m0 = 0.270 eV
vertical shift, mv 0.5 m0 = 0.388 eV
onset, empty band = 3.100 eV = 399.9 nm
onset, mixed k = 3.331 eV = 372.2 nm
onset, vertical = 3.370 eV = 367.9 nm
Tauc shift, window 0.1-0.5 eV above threshold = 0.176 eV
Tauc shift, window 0.5-1.5 eV above threshold = 0.124 eV
shift at fixed absorption in the tail = 0.160 eV
n 1e+19 cm^-3: mixed 0.050 eV, vertical 0.058 eV
n 1e+20 cm^-3: mixed 0.231 eV, vertical 0.270 eV
n 3e+20 cm^-3: mixed 0.481 eV, vertical 0.562 eV
NEGLECTED EFFECTS
inverse screening length = 1.084 nm^-1
gap narrowing: exchange 0.025 eV, correlation 0.156 eV
gap narrowing, total static estimate = 0.181 eV
filling shift minus narrowing, mixed k = 0.050 eV
rms potential of random donors = 0.110 eV
scattering time 2.90 fs, hbar/tau = 0.227 eV
mean free path 1.42 nm, kF times path = 2.04
Fermi energy with nonparabolic band = 0.216 eV
kT = 0.0259 eV, chemical potential at 300 K = 0.229 eV
```
